# Additive voltage per e-fold for an ion-transfer interface and hopping film

## Form of the answer

Suppose that a thermally activated step is driven so hard that backward events can be ignored, and that the voltage lowers its barrier linearly. If an ion of charge \(ze\) gains a fraction \(\gamma\) of the energy \(zeV\) on its way to the barrier top, the rate contains \(\exp(\gamma zeV/kT)\). The current is multiplied by \(e\) when this exponent grows by one, which takes the voltage

\[
S=\frac{kT}{\gamma ze}.
\]

Here \(k\) is Boltzmann's constant, \(T\) the temperature, and \(e\) in a product such as \(ze\) the elementary charge. At an electrode, \(\gamma\) is the transfer coefficient \(\alpha\). In a film of thickness \(L\) crossed by hops of length \(a\), one hop sees the fraction \(a/L\) of the film voltage. If the barrier top lies midway, half of that acts on the forward barrier, so \(\gamma=a/2L\).

A scaling symmetry then fixes how the two combine. For a strongly driven element \(i\), multiplying the current density \(J\) by \(\lambda\) adds a constant to its voltage:

\[
V_i(\lambda J)=V_i(J)+S_i\ln\lambda .
\]

In series both elements receive the same factor \(\lambda\), and their voltages add. The total voltage therefore rises by \((S_1+S_2)\ln\lambda\). The theorem makes this precise and shows what replaces it when the drive is weak.

## Assumptions and theorem

1. The same steady ionic current density \(J>0\) crosses the interface and the film. The voltage is \(V=\eta+V_h\), where \(\eta\) is the interface overpotential, positive for oxidation, and \(V_h\) is the film voltage.
2. The interface transfers the ion charge \(z\) in one step and obeys the Butler–Volmer law with exchange current density \(j_0\) and \(0<\alpha<1\):

\[
J=j_0\left[e^{\alpha f\eta}-e^{-(1-\alpha)f\eta}\right],\qquad f=\frac{ze}{kT}.
\]

3. The film has a uniform field \(E=V_h/L\), a uniform mobile-ion concentration \(c\) that does not depend on current, and equal hops over symmetric barriers of height \(W\), with attempt rate \(\nu\).
4. Temperature, thickness and prefactors stay fixed while the current changes. Electronic current and the voltage of the second electrode are left out.

Define

\[
S_b=\frac{kT}{\alpha ze},\qquad S_h=\frac{2kTL}{zea}.
\]

**Theorem.** Under these assumptions, at any \(J>0\),

\[
\frac{dV}{d\ln J}=\frac{1}{f\left[\alpha+1/(e^{f\eta}-1)\right]}+S_h\tanh\frac{V_h}{S_h}.
\]

When \(f\eta\gg1\) and \(2V_h/S_h\gg1\), this tends to

\[
S=S_b+S_h=\frac{kT}{ze}\left(\frac1\alpha+\frac{2L}{a}\right).
\]

The proof needs one lemma for the circuit and one for each element.

## Lemma 1: the series rule

**Lemma.** If each element's current has a positive derivative with respect to its voltage, then

\[
\frac{dV}{d\ln J}=\frac{d\eta}{d\ln J}+\frac{dV_h}{d\ln J}.
\]

**Proof.** A current law with a positive derivative has a differentiable inverse, so a given \(J\) fixes one \(\eta(J)\) and one \(V_h(J)\). Differentiating \(V(J)=\eta(J)+V_h(J)\) with respect to \(\ln J\) gives the result. ∎

The derivatives are added at equal current. The exponents \(g_i=1/S_i\) do not add: the combined exponent is \(1/S=g_bg_h/(g_b+g_h)\), which is smaller than either one. A series element makes the current less sensitive to the total voltage because it takes part of every voltage increase.

## Lemma 2: the interface

**Lemma.** For \(\eta>0\),

\[
\frac{d\eta}{d\ln J}=\frac{1}{f\left[\alpha+1/(e^{f\eta}-1)\right]}.
\]

**Proof.** Put \(x=f\eta\) and take out the backward exponential:

\[
J=j_0e^{-(1-\alpha)x}(e^x-1).
\]

The logarithm is \(\ln J=\ln j_0-(1-\alpha)x+\ln(e^x-1)\), and its derivative is

\[
\frac{d\ln J}{dx}=-(1-\alpha)+\frac{e^x}{e^x-1}.
\]

Since \(e^x/(e^x-1)=1+1/(e^x-1)\), the ones cancel and

\[
\frac{d\ln J}{dx}=\alpha+\frac1{e^x-1}>0 .
\]

The current rises with \(\eta\), as Lemma 1 requires. With \(dx=f\,d\eta\), inversion gives the lemma. ∎

For \(x\gg1\) the second term vanishes and the derivative tends to \(1/(\alpha f)=S_b\), the Tafel slope per e-fold.

## Lemma 3: the film

**Lemma.** The film current and its local slope are

\[
J=2j_h\sinh\frac{V_h}{S_h},\qquad j_h=zeca\nu e^{-W/kT},
\]

\[
\frac{dV_h}{d\ln J}=S_h\tanh\frac{V_h}{S_h}.
\]

**Proof.** A layer of thickness \(a\) holds \(ca\) ions per unit area. Along the field an ion gains \(zeEa\) in one hop, and half of this before the midpoint. The forward barrier is therefore \(W-zeEa/2\), and the backward barrier is \(W+zeEa/2\). The net current density is forward minus backward hopping:

\[
J=zeca\nu e^{-W/kT}\left(e^{zeEa/2kT}-e^{-zeEa/2kT}\right).
\]

The bracket is \(2\sinh(zeEa/2kT)\). Inserting \(E=V_h/L\) turns its argument into \(zeaV_h/(2kTL)=V_h/S_h\). With uniform \(c\), each layer gains as many ions as it loses, so the profile is steady.

Put \(y=V_h/S_h\). Then \(\ln J=\ln(2j_h)+\ln\sinh y\), and

\[
\frac{d\ln J}{dV_h}=\frac1{S_h}\frac{\cosh y}{\sinh y}.
\]

This is positive for \(V_h>0\), and its inverse is \(S_h\tanh y\). ∎

## Proof of the theorem and size of the error

Inserting Lemmas 2 and 3 into Lemma 1 gives the general formula. For the limit, put \(n=1/(e^x-1)\). The interface falls short of \(S_b\) by

\[
\frac1f\left(\frac1\alpha-\frac1{\alpha+n}\right)=S_b\frac{n}{\alpha+n}<\frac{S_b}{\alpha(e^x-1)}.
\]

The film falls short of \(S_h\) by

\[
S_h(1-\tanh y)=\frac{2S_h}{e^{2y}+1}<2S_he^{-2y}.
\]

Therefore

\[
0<S-\frac{dV}{d\ln J}<\frac{S_b}{\alpha(e^{f\eta}-1)}+2S_he^{-2V_h/S_h}.
\]

Both terms on the right vanish under strong drive, which proves the theorem. ∎

The relative interface error is \(n/(\alpha+n)\), so in practice the interface needs \(\alpha(e^{f\eta}-1)\gg1\): at \(f\eta=5\) its slope is about 1 % short of \(S_b\) for \(\alpha=0.5\) but about 6 % short for \(\alpha=0.1\). The two conditions are separate. A large total voltage does not suffice if one element takes almost none of it.

## Corollary: the current–voltage law

The full laws can be written as

\[
J=j_0e^{\eta/S_b}(1-e^{-f\eta}),\qquad J=j_he^{V_h/S_h}(1-e^{-2V_h/S_h}).
\]

Under strong drive the brackets tend to one. Solving for the voltages and adding gives

\[
V=S_b\ln\frac J{j_0}+S_h\ln\frac J{j_h}.
\]

Collecting the terms in \(\ln J\) gives \(S\ln J=V+S_b\ln j_0+S_h\ln j_h\), hence

\[
J=j_0^{S_b/S}\,j_h^{S_h/S}\,e^{V/S}.
\]

The prefactor exponents sum to one, so the prefactor is a current density. Changing \(j_0\) or \(j_h\) shifts the curve along the voltage axis without changing its limiting slope. Unequal areas act in the same way. If total current is used, each prefactor is multiplied by its own area, and the limiting slope stays the same. At a given total current, however, a larger area lowers the current density in that element and can take it out of strong drive.

## Other limits

**Low voltage.** For \(f\eta\ll1\), the linear terms of the Butler–Volmer law add to \([\alpha+(1-\alpha)]f\eta\), so \(J\approx j_0f\eta\). For \(V_h\ll S_h\), \(J\approx2j_hV_h/S_h\). Together,

\[
V\approx J\left(\frac1{fj_0}+\frac{S_h}{2j_h}\right),\qquad \frac{dV}{d\ln J}\approx V .
\]

The contributions still add, but they now grow with current and are no longer \(S_b\) and \(S_h\).

**Fast interface.** If \(j_0\gg J\), then \(f\eta\ll1\) and the interface contributes about \(\eta\approx J/(fj_0)\), which vanishes as \(j_0\) grows. A strongly driven film then leaves \(S_h\) alone.

**Current-dependent concentration.** Suppose that \(c\), and with it \(j_h\), grows as \(J^m\) with \(m<1\). Taking logarithms of the film law gives \((1-m)\ln J=\text{constant}+\ln\sinh y\). The film term becomes \((1-m)S_h\tanh y\). Injection that fills the film as the current rises thus breaks assumption 3 and lowers the slope for as long as the filling continues. The power law is an assumption. If the injected ions are not compensated, their own space charge caps the concentration: with permittivity \(\varepsilon\), Poisson's equation and the strongly driven hopping law give \(c<\varepsilon S_h/(zeLx)\) at distance \(x\) from the injecting face. Under strong drive \(m\) then falls towards zero and the film slope returns to \(S_h\).

## Worked example

Take a silver-ion cell with a silicon-oxide gap and illustrative parameters: \(T=300\) K, \(z=1\), \(\alpha=0.5\), \(L=3.2\) nm, \(a=0.4\) nm, \(W=0.5\) eV, \(\nu=10^{13}\) Hz, \(c=10^{18}\) cm\(^{-3}\) and \(j_0=10^{-4}\) A/cm\(^2\). The hopping prefactor is then \(j_h=2.554\times10^{-4}\) A/cm\(^2\). With \(kT/e=25.85\) mV and \(L/a=8\),

\[
S_b=\frac{0.02585}{0.5}=0.0517\ \text{V},\qquad S_h=2(8)(0.02585)=0.4136\ \text{V}.
\]

The sum is \(S=0.4653\) V per e-fold, or \(0.4653\ln10=1.071\) V per decade. The interface supplies 11.1 % of it.

At \(J=0.01\) A/cm\(^2\) the strong-drive formulas give

\[
\eta=0.0517\ln100=0.238\ \text{V},\qquad V_h=0.4136\ln39.15=1.517\ \text{V}.
\]

The full two-way laws, solved together for this current, give 0.2381 V and 1.5173 V, a total of 1.7555 V. At \(eJ\) they give 2.2206 V. The difference, 0.4651 V, agrees with \(S\) to within 0.1 %.

The small deficit has a definite origin. At \(J\), \(f\eta=9.21\) and \(2V_h/S_h=7.34\). The error terms are about \(1\times10^{-5}\) V for the interface and \(5.4\times10^{-4}\) V for the film. They account for the full local slope of 0.4648 V, and they show that backward hopping in the film is the larger correction.

Reducing \(j_0\) tenfold at the same current raises the voltage by \(S_b\ln10\approx0.119\) V and leaves the local slope at 0.4648 V. Halving the gap at fixed current and prefactors gives 0.2584 V per e-fold, against \(0.0517+0.4136/2=0.2585\) V from the theorem.

## Remark: a barrier top that moves

Linear barrier lowering is itself an approximation. For a cosine barrier with tilt energy \(w=zeEa\) per hop,

\[
U(\theta)=\frac W2(1-\cos\theta)-\frac{w\theta}{2\pi}.
\]

Setting \(U'(\theta)=0\) gives \(\sin\theta=w/(\pi W)\). For \(w<\pi W\) the well lies at \(\theta_1=\arcsin(w/\pi W)\) and the top at \(\pi-\theta_1\). The barrier \(B\) is the difference of \(U\) between them. Because \(U'\) vanishes at both points, their motion does not contribute to the first derivative, and

\[
\frac{dB}{dw}=-\frac{(\pi-\theta_1)-\theta_1}{2\pi}=-\left(\frac12-\frac{\theta_1}{\pi}\right).
\]

The assumed value \(-1/2\) is recovered at small tilt. At larger tilt the well and the top approach each other, an ion gains a smaller fraction of the tilt energy \(w\) between them, and the strongly driven film slope rises to \(S_h/(1-2\theta_1/\pi)\). With the attempt rate held fixed, the film voltage for the e-fold from \(J\) to \(eJ\) becomes 0.4553 V, which is 10.1 % above \(S_h\). The series rule is untouched, but the film contribution is no longer independent of current.

## Remark: comparison with real cells

Electrochemical metallization cells do use silver or copper electrodes and insulating gaps of a few nanometres, but the parameters here are only illustrative. The field needed for a given current depends strongly on the hop barrier: at 0.7 eV instead of 0.5 eV, the linear law would need about 15 MV/cm for the same current, which is above the rough breakdown field given below. Over a 50 nm square the chosen current density amounts to 0.25 pA. This is far below a programming current of, say, one microampere, which electrons mainly carry once a metallic bridge has formed. The example concerns ion transport before bridging. One assumption that such a cell breaks is the fixed gap. A flat, dense silver layer would grow at about 11 nm/s, but a flat silver anode would recede at the same rate and leave the gap unchanged. The gap shrinks where the deposit is narrower than the anode area that feeds it. If the anode face is taken as fixed, growth at 11 nm/s removes 1 % of the gap in about 3 ms. That lowers \(S_h\) by 1 %. At fixed voltage and prefactors, the integrated law gives \(d\ln J=-(V_h/S)\,d\ln L\), so the current rises by about 3.3 %. With the anode face still taken as fixed, confining the same total ionic current to a narrower deposit shortens this time in proportion to the deposit's area.

The other omissions have the following sizes for the same example.

- **Second electrode.** A strongly driven reduction there has the slope \(kT/[(1-\alpha)ze]\). For \(\alpha=0.5\) this adds another 0.0517 V per e-fold, or 11.1 % of \(S\).
- **Temperature.** At 358 K the limiting film term is 0.4936 V, but at the same \(J\) the actual term is 0.3204 V. The activated prefactor \(j_h\) has risen about 23-fold, so the film is no longer strongly driven. Heating a cell at fixed current can therefore lower its slope although \(S_h\) is proportional to \(T\).
- **Breakdown.** The field is 4.74 MV/cm at \(J\) and 6.03 MV/cm at \(eJ\). A rough breakdown field of 10 MV/cm would be reached about four e-folds above \(J\) if the barrier falls linearly, and after fewer e-folds if the barrier top moves as in the cosine model. This limits the usable exponential range.
- **Tunnelling.** With a 3.5 eV electron barrier and a mass ratio of 0.5, the estimated electron current density is \(8.5\times10^{-9}\) A/cm\(^2\), far below \(J\). This WKB value is only an order of magnitude: an exact transmission coefficient roughly doubles it, and a mass ratio of 0.42 raises it by a further factor of about 25. At the same field it equals \(J\) when the gap is about 2 nm (1.9 to 2.4 nm for barriers of 3.1 to 4.0 eV and mass ratios of 0.42 to 0.5). The half-gap result above, at 1.6 nm, therefore describes the ionic current and not the total current.
- **Ionic charge.** Without compensating charge, the ions would change the field by 0.148 MV/cm across the gap, about 3 % of the field at \(J\). A 50 nm square device holds 8 mobile ions on average, so \(J\) must be read as a time average.
- **Heating.** For uniform current and an oxide heat conductivity of 1 W/(m K), the temperature difference across the oxide is at most about \(6\times10^{-7}\) K, the value if all the heat crossed its whole thickness.

The moving barrier top, the second electrode and the temperature each change the slope by far more than the 0.1 % error of the strong-drive limit. The value 0.465 V per e-fold is thus accurate for the stated model at \(J\) and above, while at a tenth of \(J\) the local slope is already down to 0.419 V. For a real cell it is only an estimate. The numerical output lists the underlying values.

## Computed results

```
Temperature: 300 K; kT/e: 25.85 mV
Ion charge number: 1; transfer coefficient: 0.5
Gap: 3.2 nm; hop length: 0.4 nm; hops: 8
Hop barrier: 0.5 eV; attempt rate: 1e+13 Hz
Mobile ions: 1e+18 cm^-3
Exchange current density j0: 1.0e-04 A/cm2
Hopping prefactor jh: 2.554e-04 A/cm2
Working current density J: 1.0e-02 A/cm2
Interface S_b: 0.0517 V per e-fold
Film S_h: 0.4136 V per e-fold
Sum S: 0.4653 V per e-fold
Sum S per decade: 1.071 V
Interface share of S: 11.1 %
At J: V = 1.7555 V, eta = 0.2381 V, V_h = 1.5173 V
At eJ: V = 2.2206 V, eta = 0.2898 V, V_h = 1.9307 V
Full-law voltage for one e-fold: 0.4651 V
Full-law local slope at J: 0.4648 V per e-fold
Drive at J: f*eta = 9.21, 2V_h/S_h = 7.34
Closed-form J at the same V: 0.01001 A/cm2
Voltage shift for j0/10: 0.1190 V
Local slope for j0/10 at same J: 0.4648 V per e-fold
Fast interface, j0 = 100 A/cm2: 0.4135 V per e-fold
Local slope at V = 0.01 V: 0.01000 V per e-fold
Half gap, full-law e-fold: 0.2584 V
Film term if ions grow as J^0.1: 0.3718 V per e-fold
Barrier change per unit tilt energy: -0.4998
Film e-fold with cosine barrier: 0.4553 V
Cosine-barrier change of film term: 10.1 %
Second similar electrode would add: 11.1 % of S
Field at J: 4.74 MV/cm; at eJ: 6.03 MV/cm
Rough breakdown field: 10 MV/cm
Relative permittivity: 3.9
Field change by bare ion charge: 0.148 MV/cm
Ions in a 50 nm square device: 8.0
Electron barrier: 3.5 eV; mass ratio: 0.5
Tunnelling current density: 8.5e-09 A/cm2
Gap where tunnelling equals J, same field: 2.01 nm
Oxide heat conductivity: 1.0 W/(m K)
Heating across the oxide: 5.6e-07 K
Film term at 358 K, strong limit: 0.4936 V per e-fold
Film term at 358 K, same J: 0.3204 V per e-fold
Silver: 10.5 g/cm3, 107.9 g/mol
Plating rate at J: 10.65 nm/s
Time for gap to close by 1 %: 3.00 ms
```
